# Why free-sublimation rates give an enthalpy too low by RT/2: test program

```python
# Result under test: for free sublimation into vacuum with a constant evaporation
# coefficient, the Arrhenius enthalpy of the mass-loss rate J is dH - R*T/2,
# and that of J*sqrt(T) is dH, the sublimation enthalpy.
# Model: Einstein crystal of zinc (rough parameters) and ideal monatomic vapour.
# T: surface temperature, p: saturation pressure, mu: chemical potential,
# h_s: enthalpy of the solid per atom, alpha: evaporation coefficient (1 here).
# Rates come from momentum quadrature; dH comes separately from mean energies.
import numpy as np
from scipy import constants as c
from scipy.optimize import brentq

k, h, R, NA = c.k, c.h, c.R, c.N_A
molar_mass = 65.38e-3            # kg/mol
m = molar_mass / NA
E0_molar = 130e3                 # J/mol, rough sublimation energy at 0 K
theta = 150.0                    # K, rough Einstein temperature
E0 = E0_molar / NA
torr = c.torr
rate_unit = 1e6 / 1e4 * 3600     # kg/(m2 s) -> mg/(cm2 h)

# Fixed momentum grid, the same at every temperature
nodes, weights = np.polynomial.legendre.leggauss(400)
p_max = 13 * np.sqrt(m * k * 600)
mom = 0.5 * p_max * (nodes + 1)
wt = 0.5 * p_max * weights


def vapour(T):
    """Saturated vapour: mass flux, pressure, mean energy in bulk and in flux."""
    mu = -E0 + 3 * k * T * np.log(-np.expm1(-theta / T))
    boltz = wt * np.exp(-mom**2 / (2 * m * k * T))
    full = 2 * boltz.sum()
    pref = np.exp(mu / (k * T)) / h**3 * full**2
    flux = pref * (mom / m * boltz).sum()
    pressure = pref * 2 * (mom**2 / m * boltz).sum()
    e_axis = (mom**2 / (2 * m) * boltz).sum() / boltz.sum()
    e_normal = (mom**3 / (2 * m) * boltz).sum() / (mom * boltz).sum()
    return m * flux, pressure, 3 * e_axis, 2 * e_axis + e_normal


def solid_enthalpy(T):
    """Explicit sum over oscillator levels, three oscillators per atom."""
    n = np.arange(1500)
    pop = np.exp(-n * theta / T)
    return -E0 + 3 * k * theta * (n * pop).sum() / pop.sum()


def sublimation_enthalpy(T):
    return NA * (vapour(T)[2] + k * T - solid_enthalpy(T))


def rate(T):
    return vapour(T)[0]


def local_enthalpy(log_function, T):
    """-R d(log_function)/d(1/T) by central difference."""
    x, d = 1 / T, 1e-3 / T
    return -R * (log_function(1 / (x + d)) - log_function(1 / (x - d))) / (2 * d)


def fit_enthalpy(T, y):
    """-R times the least-squares slope of y against 1/T."""
    x = 1 / T - np.mean(1 / T)
    return -R * (x @ (y - y.mean())) / (x @ x)


def max_residual(T, y):
    x = 1 / T - np.mean(1 / T)
    return np.abs(y - y.mean() + fit_enthalpy(T, y) / R * x).max()


# Local tests: flux law, slopes, energy balance
for T in (480.0, 520.0, 560.0):
    J, p, e_bulk, e_flux = vapour(T)
    dH = sublimation_enthalpy(T)
    assert abs(J / (p * np.sqrt(m / (2 * np.pi * k * T))) - 1) < 1e-9
    raw_local = local_enthalpy(lambda t: np.log(rate(t)), T)
    cor_local = local_enthalpy(lambda t: np.log(rate(t) * np.sqrt(t)), T)
    clapeyron = local_enthalpy(lambda t: np.log(vapour(t)[1]), T)
    assert abs(raw_local - (dH - R * T / 2)) < 0.1      # J/mol
    assert abs(cor_local - dH) < 0.1
    assert abs(clapeyron - dH) < 0.1
    assert abs(e_bulk / (k * T) - 1.5) < 1e-9
    assert abs(e_flux / (k * T) - 2.0) < 1e-9
    assert abs(raw_local - NA * (e_flux - solid_enthalpy(T))) < 0.1

# Vapour with rotational levels: internal energy must cancel from the bias
rot = np.arange(400)
rot_level = rot * (rot + 1) * 1.0        # K, rotational constant of 1 K


def rotor_sum(T):
    return ((2 * rot + 1) * np.exp(-rot_level / T)).sum()


T_prec = 350.0
rot_energy = R * ((2 * rot + 1) * rot_level
                  * np.exp(-rot_level / T_prec)).sum() / rotor_sum(T_prec)
rotor_slope = local_enthalpy(lambda t: np.log(rate(t) * rotor_sum(t)), T_prec)
rotor_bias = sublimation_enthalpy(T_prec) + rot_energy - rotor_slope
assert abs(rotor_bias - R * T_prec / 2) < 0.2

# Synthetic experiment and fits
Ts = np.linspace(480.0, 560.0, 9)
J = np.array([rate(T) for T in Ts])
P = np.array([vapour(T)[1] for T in Ts])
raw = fit_enthalpy(Ts, np.log(J))
cor = fit_enthalpy(Ts, np.log(J * np.sqrt(Ts)))
T_f = fit_enthalpy(Ts, np.log(Ts)) / R
T_harm = 1 / np.mean(1 / Ts)
dH_f = sublimation_enthalpy(T_f)
assert abs(T_f / T_harm - 1) < 5e-3
assert abs(cor - dH_f) < 2.0             # dH(T) is only nearly linear in T
assert abs(raw - (dH_f - R * T_f / 2)) < 2.0
res_raw = max_residual(Ts, np.log(J))
res_cor = max_residual(Ts, np.log(J * np.sqrt(Ts)))
assert res_raw < 5e-3                    # the biased plot still looks straight

# Neglected effects: shift of the sqrt(T)-corrected enthalpy
inv_range = 1 / Ts[0] - 1 / Ts[-1]
alpha_rise = 0.10
alpha = 1 + alpha_rise * (Ts - Ts[0]) / (Ts[-1] - Ts[0])
shift_alpha = fit_enthalpy(Ts, np.log(alpha * J * np.sqrt(Ts))) - cor
assert abs(shift_alpha / (R * np.log(1 + alpha_rise) / inv_range) - 1) < 0.05

emissivity, T_wall = 0.1, 300.0


def surface_temperature(T_block, contact):
    def balance(T):
        latent = rate(T) * sublimation_enthalpy(T) / molar_mass
        radiated = emissivity * c.sigma * (T**4 - T_wall**4)
        return contact * (T_block - T) - latent - radiated
    return brentq(balance, T_block - 60, T_block)


cooling = []
for contact in (200.0, 2000.0):          # W/(m2 K), rough
    T_surf = np.array([surface_temperature(T, contact) for T in Ts])
    J_cool = np.array([rate(T) for T in T_surf])
    shift = fit_enthalpy(Ts, np.log(J_cool * np.sqrt(Ts))) - cor
    assert shift < 0
    cooling.append((contact, Ts[0] - T_surf[0], Ts[-1] - T_surf[-1], shift))

offset = 1.0
T_read = Ts + offset
shift_offset = fit_enthalpy(T_read, np.log(J * np.sqrt(T_read))) - cor
assert abs(shift_offset / (2 * dH_f * offset / T_f) - 1) < 0.03

diameter_atom, sample_radius = 0.4e-9, 2.5e-3    # m, rough
free_path = k * Ts / (np.sqrt(2) * np.pi * diameter_atom**2 * P)
returned = sample_radius / free_path             # crude returned fraction
shift_back = fit_enthalpy(Ts, np.log(J * (1 - returned) * np.sqrt(Ts))) - cor

noise = 0.01
x_c = 1 / Ts - np.mean(1 / Ts)
std_error = R * noise / np.sqrt(x_c @ x_c)
rng = np.random.default_rng(1)
trials = [fit_enthalpy(Ts, np.log(J) + noise * rng.standard_normal(Ts.size))
          for _ in range(4000)]
assert abs(np.std(trials) / std_error - 1) < 0.06   # sampling error about 1 %

virial, solid_volume = 1e-3, 9.2e-6      # m3/mol, rough
nonideal = virial * P[-1] / (R * Ts[-1])
volume_ratio = solid_volume * P[-1] / (R * Ts[-1])
extra_cp = 3.0                           # J/(mol K), rough, absent from model
dH_298 = sublimation_enthalpy(298.15)

kJ = 1e-3
eV = 1 / (NA * c.e)
print(f"Molar mass of zinc: {molar_mass*1e3:.2f} g/mol")
print(f"Sublimation energy at 0 K (rough input): {E0_molar*kJ:.0f} kJ/mol")
print(f"Einstein temperature (rough input): {theta:.0f} K")
print(f"Number of temperatures: {Ts.size}, step {Ts[1]-Ts[0]:.0f} K")
for i in (0, 4, 8):
    print(f"T = {Ts[i]:.0f} K: p = {P[i]/torr:.3e} Torr, "
          f"J = {J[i]*rate_unit:.3f} mg/(cm2 h)")
print(f"Rate ratio hottest/coldest: {J[-1]/J[0]:.2f}")
print(f"Pressure ratio hottest/coldest: {P[-1]/P[0]:.2f}")
print(f"sqrt(T) ratio hottest/coldest: {np.sqrt(Ts[-1]/Ts[0]):.4f}")
T = 520.0
_, _, e_b, e_f = vapour(T)
h_s = solid_enthalpy(T)
print(f"At {T:.0f} K, mean energy in bulk vapour: {NA*e_b*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, mean energy of escaping atoms: {NA*e_f*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, enthalpy of vapour: {NA*(e_b+k*T)*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, enthalpy of solid: {NA*h_s*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, escaping energy minus solid: {NA*(e_f-h_s)*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, local slope of ln J gives: "
      f"{local_enthalpy(lambda t: np.log(rate(t)), T)*kJ:.3f} kJ/mol")
print(f"At {T:.0f} K, calorimetric dH: {sublimation_enthalpy(T)*kJ:.3f} kJ/mol")
print(f"Fit temperature T_f: {T_f:.2f} K; harmonic mean: {T_harm:.2f} K")
print(f"Raw fit of ln J: {raw*kJ:.3f} kJ/mol = {raw*eV:.4f} eV")
print(f"Fit of ln(J sqrt T): {cor*kJ:.3f} kJ/mol = {cor*eV:.4f} eV")
print(f"Calorimetric dH at T_f: {dH_f*kJ:.3f} kJ/mol")
print(f"Bias R*T_f/2: {R*T_f/2*kJ:.3f} kJ/mol = {R*T_f/2*eV:.4f} eV")
print(f"Bias as share of dH: {100*R*T_f/2/dH_f:.2f} %")
print(f"Largest residual of ln J from its line: {res_raw:.5f}")
print(f"Largest residual of ln(J sqrt T): {res_cor:.5f}")
print(f"Calorimetric dH at 298.15 K: {dH_298*kJ:.3f} kJ/mol")
print(f"Rotor vapour at {T_prec:.0f} K, bias: {rotor_bias*kJ:.3f} kJ/mol")
print(f"That bias as share of 80 kJ/mol: {100*rotor_bias/80e3:.2f} %")
print("Shifts of the sqrt(T)-corrected enthalpy from neglected effects:")
print(f"alpha rising by {100*alpha_rise:.0f} % over range: "
      f"{shift_alpha*kJ:+.2f} kJ/mol")
print(f"Self-cooling inputs: emissivity {emissivity}, walls {T_wall:.0f} K")
for contact, cold, hot, shift in cooling:
    print(f"Contact {contact:.0f} W/(m2 K): surface colder by {cold:.2f} K at "
          f"{Ts[0]:.0f} K, {hot:.2f} K at {Ts[-1]:.0f} K; {shift*kJ:+.2f} kJ/mol")
print(f"Thermometer reading {offset:.0f} K high: {shift_offset*kJ:+.2f} kJ/mol")
print(f"Atom diameter {diameter_atom*1e9:.1f} nm, "
      f"sample radius {sample_radius*1e3:.1f} mm (rough inputs)")
print(f"Mean free path at {Ts[-1]:.0f} K: {free_path[-1]*1e3:.0f} mm")
print(f"Crude returned fraction at {Ts[-1]:.0f} K: {100*returned[-1]:.1f} %; "
      f"{shift_back*kJ:+.2f} kJ/mol")
print(f"Standard error from {100*noise:.0f} % random rate error: "
      f"{std_error*kJ:.2f} kJ/mol")
print(f"Vapour non-ideality B*p/(R*T) at {Ts[-1]:.0f} K: {nonideal:.1e}")
print(f"Solid/gas volume ratio at {Ts[-1]:.0f} K: {volume_ratio:.1e}")
print(f"Missing heat capacity {extra_cp:.0f} J/(mol K), 298.15 K to T_f: "
      f"{extra_cp*(T_f-298.15)*kJ:.2f} kJ/mol")
print("ALL CHECKS PASSED")
```

Output:

```
Molar mass of zinc: 65.38 g/mol
Sublimation energy at 0 K (rough input): 130 kJ/mol
Einstein temperature (rough input): 150 K
Number of temperatures: 9, step 10 K
T = 480 K: p = 7.163e-06 Torr, J = 0.555 mg/(cm2 h)
T = 520 K: p = 8.726e-05 Torr, J = 6.497 mg/(cm2 h)
T = 560 K: p = 7.418e-04 Torr, J = 53.222 mg/(cm2 h)
Rate ratio hottest/coldest: 95.87
Pressure ratio hottest/coldest: 103.55
sqrt(T) ratio hottest/coldest: 1.0801
At 520 K, mean energy in bulk vapour: 6.485 kJ/mol
At 520 K, mean energy of escaping atoms: 8.647 kJ/mol
At 520 K, enthalpy of vapour: 10.809 kJ/mol
At 520 K, enthalpy of solid: -118.810 kJ/mol
At 520 K, escaping energy minus solid: 127.457 kJ/mol
At 520 K, local slope of ln J gives: 127.457 kJ/mol
At 520 K, calorimetric dH: 129.619 kJ/mol
Fit temperature T_f: 517.99 K; harmonic mean: 518.72 K
Raw fit of ln J: 127.474 kJ/mol = 1.3212 eV
Fit of ln(J sqrt T): 129.627 kJ/mol = 1.3435 eV
Calorimetric dH at T_f: 129.627 kJ/mol
Bias R*T_f/2: 2.153 kJ/mol = 0.0223 eV
Bias as share of dH: 1.66 %
Largest residual of ln J from its line: 0.00170
Largest residual of ln(J sqrt T): 0.00083
Calorimetric dH at 298.15 K: 130.475 kJ/mol
Rotor vapour at 350 K, bias: 1.455 kJ/mol
That bias as share of 80 kJ/mol: 1.82 %
Shifts of the sqrt(T)-corrected enthalpy from neglected effects:
alpha rising by 10 % over range: +2.66 kJ/mol
Self-cooling inputs: emissivity 0.1, walls 300 K
Contact 200 W/(m2 K): surface colder by 1.27 K at 480 K, 3.71 K at 560 K; -2.52 kJ/mol
Contact 2000 W/(m2 K): surface colder by 0.13 K at 480 K, 0.40 K at 560 K; -0.28 kJ/mol
Thermometer reading 1 K high: +0.50 kJ/mol
Atom diameter 0.4 nm, sample radius 2.5 mm (rough inputs)
Mean free path at 560 K: 110 mm
Crude returned fraction at 560 K: 2.3 %; -0.55 kJ/mol
Standard error from 1 % random rate error: 0.29 kJ/mol
Vapour non-ideality B*p/(R*T) at 560 K: 2.1e-08
Solid/gas volume ratio at 560 K: 2.0e-10
Missing heat capacity 3 J/(mol K), 298.15 K to T_f: 0.66 kJ/mol
ALL CHECKS PASSED
```
